# k-point sampling errors in energy differences between supercells of one lattice, part 2

This comment referees an imagined manuscript on a model fcc metal of cube edge $a$: one s orbital per site, nearest-neighbour hopping $-t$ with $t=0.5$ eV, $n=1$ electron per atom, two degenerate spins, Fermi-Dirac width $\sigma=0.1$ eV. The ordered phase adds on-site energies $\pm\Delta$ on alternate (001) planes. The ordering energy is its free energy $F$ minus that at $\Delta=0$. Energies are per atom.

For $\Delta=0.1$ eV the manuscript reports $-9.95$ meV, from a tetragonal $7\times7\times5$ mesh and a primitive $8\times8\times8$ reference. It claims:

- Claim A. The sampling error is a function of k-point density, so the errors cancel.
- Claim B. The primitive mesh lies 1.5 meV from convergence, so the other is about as good.
- Claim C. Froyen's equivalent points would remove the sampling error altogether, but they are not needed.

The cells are primitive, $\frac a2(0,1,1),\frac a2(1,0,1),\frac a2(1,1,0)$; tetragonal, $\frac a2(1,1,0),\frac a2(-1,1,0),a(0,0,1)$; and cubic of edge $a$.

$P$ is the primitive lattice, $L_A\subset P$ that of cell $A$ holding $n_A$ primitive cells; a star marks the reciprocal lattice. The Hamiltonian $H_A(K)$ at $\Delta=0$ has levels $\varepsilon(K+G)$, with $G$ in the classes of $L_A^*$ modulo $P^*$. An $n_1\times n_2\times n_3$ mesh with shift $k_0$ unfolds to the $N$ points $k_0+L^*$ modulo $P^*$, where $L$ is spanned by $n_iA_i$ and $A_i$ are the cell vectors.

With $x=(\varepsilon-\mu)/\sigma$, $f=1/(e^x+1)$ and $\omega=-2\sigma\ln(1+e^{-x})$, the mesh average of $\omega$ is $\Omega=E-\mu n-\sigma s$ ($E$ band energy, $s$ entropy), and $F=\Omega+\mu n$. The subscript $\infty$ marks converged values, and $\omega_R$ are Fourier coefficients of $\omega(k)$. At fixed $\mu$,

$$\delta\Omega=\Omega-\Omega_\infty=\sum_{R\in L,\;R\neq0}\omega_R\cos(k_0\cdot R).\tag{3}$$

At fixed $n$, $F-F_\infty=\delta\Omega(\mu_\infty)+g$, with

$$g=\int_0^{\delta n}\frac{u\,du}{D}\ \ge0.\tag{4}$$

Here $n_{\rm m}(\mu)$ is the mesh's electron count, $u=n_{\rm m}(\mu)-n$, $D=dn_{\rm m}/d\mu$ and $\delta n=n_{\rm m}(\mu_\infty)-n$.

At $\Delta=0$ the manuscript's two meshes differ by $-5.338-1.508=-6.846$ meV. The cubic $5\times5\times5$ mesh has error $-3.476$ meV for $k_0=0$ and $+13.860$ meV for $k_0=(0.1,0.1,0.1)\,2\pi/a$.

## 5. When two point sets are equivalent

Allow weights $w_k$ summing to 1 on the unfolded points, so that $W(R)=\sum_kw_ke^{ik\cdot R}$. The average of any periodic function $\sum_R\omega_Re^{ik\cdot R}$ is $\sum_R\omega_RW(R)$, so equal characters give equal averages. Conversely, equality for the functions $e^{ik\cdot R}$ is equality of the characters. If $W_A=W_B$, the differences $c_j$ of the weights at the points $k_j$, distinct modulo $P^*$, obey $\sum_jc_je^{ik_j\cdot R}=0$ for all $R\in P$. Multiply by $e^{-ik_l\cdot R}$ and average over a growing block of $R$. Each term with $j\ne l$ contains a bounded geometric sum along at least one primitive direction and averages to zero, leaving $c_l=0$. Two samplings therefore agree for every periodic function if and only if their unfolded weighted sets coincide.

Froyen's construction produces such sets. Choose a lattice $L\subset L_A\cap L_B$ and a shift $k_0$. Such an $L$ exists whenever both cells are supercells of one $P$: the quotient $P/L_A$ is a group of order $n_A$, so $n_AR\in L_A$ for all $R\in P$, and $n_An_BP$ lies in both lattices. Reduce $k_0+L^*$ modulo $L_A^*$ for cell $A$, leaving $N/n_A$ points, and modulo $L_B^*$ for cell $B$, leaving $N/n_B$. By comment 1 both unfold to $k_0+L^*$ modulo $P^*$. The spectra are the same list of $N$ numbers, so $\mu$, $E$, $s$ and $F$ are identical, $g$ included.

The construction is also the general one. A set unfolded from $A$ is invariant under adding vectors of $L_A^*$, and likewise for $B$, so a common set is invariant under $L_A^*+L_B^*$. A vector $R$ has $e^{iG\cdot R}=1$ for all $G$ in this sum exactly when it lies in both $L_A$ and $L_B$, so the sum is $(L_A\cap L_B)^*$. Every common set is a weighted union of sets $k_0+(L_A\cap L_B)^*$.

In the example $L$ is the simple cubic lattice of edge $5a$. It lies in the tetragonal lattice because $a(1,0,0)=\frac a2(1,1,0)-\frac a2(-1,1,0)$ and $a(0,1,0)=\frac a2(1,1,0)+\frac a2(-1,1,0)$. It holds $4\times5^3=500$ atoms, so the primitive, tetragonal, cubic and $5a$ cells receive 500, 250, 125 and 1 points. In the first two cells these are not $n_1\times n_2\times n_3$ meshes along the reciprocal vectors of the bases listed in comment 4, though another basis of the same lattice can make them so. All four cells give $F=-1.320526602$ eV for $k_0=0$ and $F=-1.303189827$ eV for the shifted set, with largest differences of $6.7\times10^{-16}$ and $4.4\times10^{-16}$ eV, and the program asserts agreement within $10^{-11}$ eV. The shared errors relative to $F_\infty$ are $-3.476$ and $+13.860$ meV. The first half of Claim C is therefore wrong as worded: the error is still present in each energy, and it drops out of the difference because it is the same number twice.

## 6. Self-consistency

The Fourier argument assumes a fixed $\varepsilon(k)$. For a self-consistent potential a different route is needed. Consider the space of amplitudes with $\psi(r+T)=e^{ik_0\cdot T}\psi(r)$ for $T\in L$, of dimension $N$. Let the input potential have the period of the crystal, whose lattice contains $L_A$ and $L_B$. Then $H$ on this space commutes with the translations of $L_A$ and splits into the blocks $H_A(K)$ over the folded points, and it equally splits into the blocks $H_B(K')$. The operator $\gamma=f\big((H-\mu)/\sigma\big)$ is one operator, with $\mu$ fixed by its trace, and the site occupations $n_i=2\gamma_{ii}$ do not depend on the basis used to compute it. They have the crystal's period because $\gamma$ commutes with the crystal's translations. Equal periodic input thus gives equal periodic output, and by induction two runs with the same start and the same mixing agree at every iteration in exact arithmetic.

What remains is whether the larger cell has other solutions. Take the mean-field term $\frac U2(n_i-1)^2$ per site. With $h$ the hopping plus on-site part and $\varphi(y)=y\ln y+(1-y)\ln(1-y)$,

$$N\mathcal F[\gamma]=2\operatorname{Tr}\gamma h+2\sigma\operatorname{Tr}\varphi(\gamma)+\frac U2\sum_i(2\gamma_{ii}-1)^2 .$$

Setting the variation to zero at fixed trace gives $2h+2\sigma\varphi'(\gamma)+2V=2\mu$ with $V_i=U(n_i-1)$. Since $\varphi'(y)=\ln[y/(1-y)]$, this is $\gamma=f\big((h+V-\mu)/\sigma\big)$, the self-consistent equation. The function $\varphi$ is strictly convex, $\varphi''=1/y(1-y)>0$, and this passes to the trace. Let $\gamma=\lambda\gamma_1+(1-\lambda)\gamma_2$ with $0<\lambda<1$ and eigenvectors $u_j$. Then $\operatorname{Tr}\varphi(\gamma)=\sum_j\varphi(\langle u_j|\gamma|u_j\rangle)\le\lambda\sum_j\varphi(\langle u_j|\gamma_1|u_j\rangle)+(1-\lambda)\sum_j\varphi(\langle u_j|\gamma_2|u_j\rangle)$. Each diagonal element is an average of eigenvalues with weights $|\langle u_j|v_l\rangle|^2$, which sum to 1 over either index, so Jensen's inequality bounds each sum by $\operatorname{Tr}\varphi(\gamma_{1,2})$. Equality throughout requires equal diagonal elements and $u_j$ to be eigenvectors of both, that is $\gamma_1=\gamma_2$. The first term of $\mathcal F$ is linear, and the last is convex for $U\ge0$. A strictly convex function has at most one stationary point, and a translation of the crystal maps a solution to a solution, so the solution has the crystal's period. This proof is for the model; it does not carry over to functionals with non-convex terms.

The program evaluates $\mathcal F$ as the band free energy of $h+V$, minus $\frac1N\sum_iV_in_i$ because the band term counts it, plus the $U$ term. For $U=2$ eV and $\Delta=0.5$ eV on the common $\Gamma$ set, the tetragonal cell started from a uniform density and the cubic cell started from a random one both give $-1.359777848$ eV, with occupations 0.845068 and 1.154932. A single diagonalization of the 500-atom cell, fed with these occupations, returns them and the same $F$; these equalities are asserted. The $7\times7\times5$ mesh gives a value 2.772 meV higher for the same crystal.

## 7. Different structures: the ordering energy

With $Q=\frac{2\pi}a(0,0,1)$ and sites at $z=ja/2$, the sign on a plane is $s_r=e^{iQ\cdot r}=(-1)^j$. Multiplying $e^{ik\cdot r}$ by $\Delta s_r$ gives $\Delta e^{i(k+Q)\cdot r}$, and $2Q\in P^*$ brings $k+Q$ back to $k$. A set folded into the tetragonal cell is closed under $k\to k+Q$, because $Q$ represents the nonzero class of that cell's reciprocal lattice. Each pair has the matrix with diagonal $\varepsilon_k,\varepsilon_{k+Q}$ and off-diagonal $\Delta$. With $m=\frac12(\varepsilon_k+\varepsilon_{k+Q})$ and $d=\frac12(\varepsilon_k-\varepsilon_{k+Q})$ the secular equation is $(\lambda-m)^2=d^2+\Delta^2$, so the levels are $m\pm\rho$ with $\rho^2=d^2+\Delta^2$. The program asserts this against the real-space Hamiltonian.

A sum over all $N$ points counts each pair twice, so at fixed $\mu$, regarding $\omega$ as a function of energy,

$$\Omega(\Delta)=\frac1{2N}\sum_k\eta,\qquad \eta=\omega(m+\rho)+\omega(m-\rho).$$

The function $\eta$ is analytic and even in $\rho$, hence analytic in $\rho^2$ even where $d=0$. Using $d\omega/d\varepsilon=2f$ and $d\rho/d(\rho^2)=1/2\rho$,

$$\frac{d\eta}{d(\rho^2)}=\frac{2f(m+\rho)-2f(m-\rho)}{2\rho}\ \xrightarrow{\Delta=0}\ \frac{2(f_k-f_{k+Q})}{\varepsilon_k-\varepsilon_{k+Q}} .$$

Since $\rho^2$ grows by $\Delta^2$,

$$\Omega(\Delta)-\Omega(0)=-\tfrac12\chi\Delta^2+O(\Delta^4),\qquad \chi=-\frac2N\sum_k\frac{f_k-f_{k+Q}}{\varepsilon_k-\varepsilon_{k+Q}}>0,\tag{6}$$

where the quotient means $df/d\varepsilon$ at degenerate pairs and is negative because $f$ decreases. At fixed $n$ the argument of comment 3 applies with $\mu$ of the $\Delta=0$ mesh as the starting point: the change in electron count is $-\partial_\mu$ of (6), of order $\Delta^2$, so its $g$ is of order $\Delta^4$. Equation (6) therefore holds for $F$.

Let $F_X(\Delta)$ be the free energy on mesh $X$. The computed ordering energy minus the converged one is

$$F_A(\Delta)-F_B(0)-[F_\infty(\Delta)-F_\infty(0)]=[F_A(0)-F_B(0)]-\tfrac12(\chi_A-\chi_\infty)\Delta^2+O(\Delta^4),\tag{7}$$

obtained by adding and subtracting $F_A(0)$ and applying (6) twice. On a common set the first bracket vanishes by comment 5. The second term stays, since $\chi_A$ is itself a mesh average of a periodic function, taken at the mesh's own $\mu$. Relative to the ordering energy, the common-set error tends to the constant $(\chi_A-\chi_\infty)/\chi_\infty$ as $\Delta\to0$, while the mismatched error grows as $1/\Delta^2$. The program asserts (6) at $\Delta=0.005$ eV on three meshes, and asserts that doubling $\Delta$ from 0.0025 eV multiplies the common-set error by four; it finds 3.9996.

The values are $\chi_\infty=0.67859$ (from the $98^3$ mesh), $\chi=0.87524$ on the common $5a$ set and $\chi=0.62220$ on the $7\times7\times5$ mesh, all in eV$^{-1}$. At $\Delta=0.1$ eV, $\frac12\Delta^2=0.005$ eV$^2$.

- Converged: $-0.67859\times0.005$ eV $=-3.393$ meV, and the full two-band result is also $-3.393$ meV/atom, or $-0.327$ kJ/mol.
- Common $5a$ set: $-4.328$ meV, an error of $-0.936$ meV, which is 28% of the converged ordering energy. Second order gives $-(0.87524-0.67859)\times0.005$ eV $=-0.983$ meV.
- The manuscript's meshes: $-9.954$ meV, an error of $-6.561$ meV, which is 1.9 times the converged ordering energy. Equation (7) gives $-6.846-(0.62220-0.67859)\times5=-6.846+0.282=-6.564$ meV.

The reported $-9.95$ meV is thus mostly the offset between two samplings of the reference crystal. The lattice of the $7\times7\times5$ mesh lies in both the tetragonal and the primitive lattice, so it is itself a valid common $L$. Using it for the reference removes the offset and gives $-9.954+6.846=-3.108$ meV, an error of $+0.285$ meV, or 8% of the converged value. The two common sets give $-4.328$ and $-3.108$ meV, so equivalent points leave a residual that depends on $L$: $-0.94$ and $+0.29$ meV for these two sets. Apart from the dense $98^3$ set behind the converged value, no other common lattice or shift was used for the ordering energy, so these two values are not a bound.

## 8. Where the exact equality fails

The solution may break the period. Write $n_i=1+p\,s_i$ at $\Delta=0$. A field $\Delta's_i$ has band free energy change $-\frac12\chi\Delta'^2$, and its derivative with respect to $\Delta'$ is the conjugate average $\frac1N\sum_is_in_i=p$, so $p=-\chi\Delta'$. Removing the field's own energy $\Delta'p$ leaves the cost of holding $p$, namely $-\frac12\chi\Delta'^2-\Delta'p=-p^2/2\chi+p^2/\chi=p^2/2\chi$. The $U$ term adds $\frac12Up^2$, so to order $p^2$ the cost is $\frac12(1/\chi+U)p^2$, negative when $U\chi<-1$. For $U=-6$ eV, $U\chi=-5.251$, the tetragonal cell started with a small imbalance settles at occupations 1.9743 and 0.0257, and its $F$ lies 1.8411 eV below that of the primitive cell on the same set. The program asserts the lowering. The two cells then hold different states, and the difference is physical within this mean field.

The remaining conditions follow from the proofs and are not tested numerically. The Hamiltonian and $\sigma$ must be the same, and $F$ must be a weighted average over points; an interpolation such as the tetrahedron method also depends on how the points are joined, which the point set does not fix. The basis must be invariant under the crystal's translations. A plane-wave cutoff on $|K+G'|$ with $G'\in L_A^*$ qualifies, because these vectors are exactly the union over the unfolded $k$ of $k+P^*$; a real-space grid with this invariance qualifies if it is the same set of points in both cells. Full sets are used here. A program that symmetrizes the density in effect adds the rotated images of the points, so a set that lacks the crystal's point symmetry can be enlarged differently in two cells. Both $5a$ sets are invariant under the cubic group, the shifted one because reversing a component of $k_0$ moves it by one mesh step, $0.2\times2\pi/a$. Structures that are not supercells of one lattice, strained ones included, lie outside the analysis.

## Requested changes

1. Withdraw Claims A and B, and state for each mesh the lattice $L$ and the shift $k_0$.
2. Recompute the ordered phase and the reference on one folded set, and show that the $\Delta=0$ crystal gives the same $F$ in both cells to numerical precision.
3. Reword Claim C, and converge the difference itself over a sequence of common lattices $L$ and shifts, quoting the residual relative to the ordering energy.
4. If self-consistent results are added, report the site occupations in the larger cell so that a broken period can be seen.

## Computed results

```
t = 0.5 eV, sigma = 0.1 eV, 1 electron/atom
cubic cell, K = [0.9486 0.3118 0.4233] 2pi/a, bands (eV): [-1.83697 -0.36334  0.89514  1.30517]
reference 126^3: F_inf = -1.317050 eV, mu_inf = 0.456405 eV
|F(98^3) - F(126^3)| = 4.2e-12 eV
prim 8x8x8: N = 512, F = -1.315542 eV, F-F_inf = +1.508 meV
  dOmega = -1.154 meV, lattice sum = -1.154 meV
  shortest |R| = 5.657 a x12, shell = +1.494 meV
  dn = +0.0520, D = 0.4193/eV, dn^2/2D = 3.227 meV, g = 2.662 meV
tet 8x8x4: N = 512, F = -1.327620 eV, F-F_inf = -10.569 meV
  dOmega = -10.782 meV, lattice sum = -10.782 meV
  shortest |R| = 4.000 a x2, shell = -6.894 meV
  dn = -0.0105, D = 0.2662/eV, dn^2/2D = 0.207 meV, g = 0.213 meV
tet 7x7x5: N = 490, F = -1.322388 eV, F-F_inf = -5.338 meV
  dOmega = -5.473 meV, lattice sum = -5.473 meV
  shortest |R| = 4.950 a x4, shell = -1.729 meV
  dn = -0.0111, D = 0.4514/eV, dn^2/2D = 0.137 meV, g = 0.135 meV
cub 5x5x5: N = 500, F = -1.320527 eV, F-F_inf = -3.476 meV
  dOmega = -10.826 meV, lattice sum = -10.826 meV
  shortest |R| = 5.000 a x6, shell = -10.606 meV
  dn = +0.0777, D = 0.2652/eV, dn^2/2D = 11.374 meV, g = 7.349 meV
cub 5x5x5 shift: N = 500, F = -1.303190 eV, F-F_inf = +13.860 meV
  dOmega = +10.516 meV, lattice sum = +10.516 meV
  shortest |R| = 5.000 a x6, shell = +10.606 meV
  dn = -0.0653, D = 0.5650/eV, dn^2/2D = 3.777 meV, g = 3.344 meV
spread of F = 24.430 meV/atom = 2.3571 kJ/mol
tet 8x8x4 - prim 8x8x8 = -12.077 meV
tet 7x7x5 - prim 8x8x8 = -6.846 meV
cub shift - cub Gamma = +17.337 meV
common set, points per cell: [500, 250, 125, 1]
common Gamma: F (eV) = -1.320526602 -1.320526602 -1.320526602 -1.320526602
  max difference = 6.7e-16 eV, shared error = -3.476 meV
common shift 0.1: F (eV) = -1.303189827 -1.303189827 -1.303189827 -1.303189827
  max difference = 4.4e-16 eV, shared error = +13.860 meV
chi_inf = 0.67859, chi_common = 0.87524, chi_7x7x5 = 0.62220 1/eV
common-set error ratio, Delta 0.005 / 0.0025 eV = 3.9996
Delta = 0.1 eV: converged ordering energy = -3.393 meV = -0.3273 kJ/mol
  -chi_inf Delta^2/2 = -3.393 meV
  common set = -4.328 meV, error = -0.936 meV
  second-order estimate of that error = -0.983 meV
  tet 7x7x5 - prim 8x8x8 = -9.954 meV, error = -6.561 meV
SCF U = 2.0 eV, Delta = 0.5 eV: n(+Delta) = 0.845068, n(-Delta) = 1.154932
  F tet, cub, 500-atom (eV) = -1.359777848 -1.359777848 -1.359777848
  tet 7x7x5 - cub 5x5x5 = +2.772 meV
U = -6.0 eV, Delta = 0: U chi_common = -5.251, n = [1.9743 0.0257]
  F tet - F prim on the common set = -1.8411 eV
```
